# When a backward-stable SVD loses small scales in determinant Monte Carlo: a numerical check

```python
# Result under test: for column-graded C = A D (A well conditioned, D diagonal, widely
# spread), met when the determinant-QMC product P = B_L...B_1 = U D T is stabilized,
# a normwise stable SVD guarantees only |d sigma_i| <= c u sigma_1 (u = 2^-53), while
# one-sided Jacobi and pivoted Householder QR keep small scales to relative accuracy.
# G = (1+P)^-1, B_l = exp(-dtau K) diag(exp(lam s_l)), cosh(lam) = exp(U dtau/2),
# Hubbard model, half filling, one spin; energies in t, times in 1/t; 2-norms.
# References: 400-bit fixed-point products and inverses, 150-digit eigenvalues of C^T C.
import math
import numpy as np
import scipy.linalg as sl
from scipy.linalg.lapack import dgejsv
from mpmath import mp

mp.dps = 150
F = 400
ONE = 1 << F
u = 2.0**-53
rng = np.random.default_rng(7)
nrm = lambda M: np.linalg.norm(M, 2)

def to_fix(M):
    return np.array([[int(math.ldexp(float(x), F)) for x in r] for r in M], dtype=object)
def to_float(X):
    return np.array([[v / ONE for v in r] for r in X], dtype=float)
def mul(X, Y):
    return X.dot(Y) >> F
def inv_fix(M):
    n = len(M)
    W = np.hstack([M, to_fix(np.eye(n))])
    for k in range(n):
        p = max(range(k, n), key=lambda i: abs(W[i, k]))
        W[[k, p]] = W[[p, k]]
        piv = W[k, k]
        W[k] = (W[k] << F) // piv
        col = W[:, k].copy()
        col[k] = 0
        W = W - (np.outer(col, W[k]) >> F)
    return W[:, n:]
def ref_sv(M):
    X = to_fix(M)
    S = X.T.dot(X)
    Smp = mp.matrix([[mp.ldexp(mp.mpf(v), -2 * F) for v in r] for r in S])
    ev = mp.eigsy(Smp, eigvals_only=True)
    return np.sort([float(mp.sqrt(ev[i])) for i in range(len(S))])[::-1]
def relerr(s, ref):
    return np.max(np.abs(s - ref) / ref)

def jacobi_sv(C):
    """One-sided Jacobi; returns values and max of |sin| * |large col| / |small col|."""
    X = C.T.copy()
    n, worst = len(X), 0.0
    for sweep in range(60):
        rotated = False
        for i in range(n - 1):
            for j in range(i + 1, n):
                a, b, c = X[i] @ X[i], X[j] @ X[j], X[i] @ X[j]
                if abs(c) > n * u * math.sqrt(a * b):
                    rotated = True
                    z = (b - a) / (2 * c)
                    t = math.copysign(1, z) / (abs(z) + math.hypot(1, z))
                    cs = 1 / math.hypot(1, t)
                    sn = cs * t
                    worst = max(worst, abs(sn) * math.sqrt(max(a, b) / min(a, b)))
                    X[i], X[j] = cs * X[i] - sn * X[j], sn * X[i] + cs * X[j]
        if not rotated:
            return np.sort(np.linalg.norm(X, axis=1))[::-1], worst
    raise RuntimeError("Jacobi did not converge")

def gejsv(C, joba=0):  # joba 0: relative-accuracy mode, 4: rank-truncating mode
    s, U, V, work, iwork, info = dgejsv(C, joba=joba, jobu=0, jobv=0, jobr=0)
    assert info == 0
    return U, s * (work[0] / work[1]), V.T
def pivqr(C):
    Q, R, p = sl.qr(C, pivoting=True)
    d = np.abs(np.diag(R))
    return Q, d, (R / d[:, None])[:, np.argsort(p)]
factor = {"gesdd": lambda C: sl.svd(C, lapack_driver="gesdd"),
          "gesvd": lambda C: sl.svd(C, lapack_driver="gesvd"),
          "gejsv": gejsv, "pivQR": pivqr}

# ---- perturbation bounds on a small graded matrix
A = rng.standard_normal((6, 6)); A2 = A + 1e-3 * rng.standard_normal((6, 6))
Dg = 2.0**(-20.0 * np.arange(6))
s0 = ref_sv(A * Dg); eta = nrm((A2 - A) @ np.linalg.inv(A))
e_col = relerr(ref_sv(A2 * Dg), s0)
C2 = A * Dg + 1e-10 * rng.standard_normal((6, 6)); s2 = ref_sv(C2)
assert eta < 1 and 1e-3 * eta < e_col <= eta
assert np.max(np.abs(s2 - s0)) <= 1.001 * nrm(C2 - A * Dg) + 4 * u * s0[0]
assert s2[-1] / s0[-1] > 1e10
print(f"u = {u:.3e}")
print(f"6x6, D=2^(-20k): columnwise pert. eta = {eta:.2e}, max rel change = {e_col:.2e}")
print(f"6x6: additive pert. 1e-10, sigma_min {s0[-1]:.2e} -> {s2[-1]:.2e}")

# ---- sorted 3x3 matrices: right reflector with a small pivot a12
d3 = np.array([1.0, 1e-5, 1e-25])
A3 = np.array([[1, 0, 1], [0, .6, .3], [0, .8, -.7]])
r3 = ref_sv(A3 * d3); g3 = factor["gesvd"](A3 * d3)[1]; j3 = jacobi_sv(A3 * d3)[0]
assert abs(r3[2] / (d3[2] * abs(np.linalg.det(A3))) - 1) < 1e-12
assert abs(g3[2] - r3[2]) > 0.5 * r3[2] and relerr(j3, r3) < 1e-14
print(f"3x3, D=(1,1e-5,1e-25), a12=0: sigma3 ref {r3[2]:.3e}, gesvd {g3[2]:.3e}, Jacobi {j3[2]:.3e}")
for a12 in (1e-4, 1e-8):
    errs = []
    for _ in range(41):
        M = np.array([[1, a12, 1], [0, 0, 0], [0, 0, 0]], float)
        M[1:, 1:] = rng.standard_normal((2, 2))
        errs.append(relerr(factor["gesvd"](M * d3)[1], ref_sv(M * d3)))
    med = np.median(errs)
    assert 0.02 < med * a12 / u < 50
    print(f"3x3, a12={a12:.0e}: median gesvd rel err {med:.2e}, u*a13/a12 = {u/a12:.2e}")

# ---- Hubbard slices
Uhub, dtau, m, L = 4.0, 0.1, 5, 100
lam = math.acosh(math.exp(Uhub * dtau / 2))
def slices(side):
    ring = np.roll(np.eye(side), 1, 0) + np.roll(np.eye(side), -1, 0)
    K = -(np.kron(ring, np.eye(side)) + np.kron(np.eye(side), ring))
    E = sl.expm(-dtau * K)
    return [E * np.exp(lam * rng.choice([-1, 1], side**2)) for _ in range(L)]
def prod_fix(Bs, marks):
    P, out = to_fix(np.eye(len(Bs[0]))), {}
    for l, B in enumerate(Bs, 1):
        P = mul(to_fix(B), P)
        if l in marks:
            out[l] = P
    return out
def chain(Bs, name, marks):
    n = len(Bs[0]); U, D, T, out = np.eye(n), np.ones(n), np.eye(n), {}
    for l0 in range(0, len(Bs), m):
        for B in Bs[l0:l0 + m]:
            U = B @ U
        C = U * D
        U, D, X = factor[name](C)
        T = X @ T
        if l0 + m in marks:
            Db = np.maximum(D, 1.0)
            Y = U.T / Db[:, None]
            out[l0 + m] = np.linalg.solve(Y + (D / Db)[:, None] * T, Y)
    return out, C
print(f"U = {Uhub} t, dtau = {dtau} /t, lambda = {lam:.4f}, slices per block = {m}, N = 36")
Bs = slices(6); N = 36; marks = (20, 50, 100); I = to_fix(np.eye(N))
Pf = prod_fix(Bs, marks + (25,))
Gf = {l: inv_fix(I + Pf[l]) for l in marks}
Gref = {l: to_float(Gf[l]) for l in marks}

# first-order response of G to a multiplicative error inserted at tau = 2.5, beta = 5
Pl = Pf[25]; Pg = prod_fix(Bs[25:50], (25,))[25]
E = 1e-9 * rng.standard_normal((N, N))
dG = to_float(inv_fix(I + mul(Pg, mul(I + to_fix(E), Pl))) - Gf[50])
Gg = to_float(inv_fix(inv_fix(Pg) + Pl)); Gl = to_float(inv_fix(inv_fix(Pl) + Pg))
assert nrm(dG + Gg @ E @ Gl) < 1e-4 * nrm(dG)
print(f"beta=5,tau=2.5: |G>| {nrm(Gg):.3g}, |G<| {nrm(Gl):.3g}, |E| {nrm(E):.2e}, |dG| {nrm(dG):.3e}")
print(f"  first-order formula |G> E G<| = {nrm(Gg @ E @ Gl):.3e}")

res = {k: chain(Bs, k, marks) for k in factor}
P = np.eye(N); err = {}
for l, B in enumerate(Bs, 1):
    P = B @ P
    if l in marks:
        err["plain", l] = nrm(np.linalg.inv(np.eye(N) + P) - Gref[l])
for l in marks:
    s1, g = nrm(to_float(Pf[l])), nrm(Gref[l])
    for k in factor:
        err[k, l] = nrm(res[k][0][l] - Gref[l])
    print(f"beta={l*dtau:.0f} /t: sigma1(P) {s1:.2e}, u*sigma1 {u*s1:.2e}, |G| {g:.3g}")
    print("  |dG|: " + ", ".join(f"{k} {err[k, l]:.1e}" for k in ["plain"] + list(factor)))
    assert max(err["gejsv", l], err["pivQR", l]) < 1e-10 * g**2
    assert err["gesvd", l] < 1e-8 * g**2
    if l == 20:
        assert err["gesdd", l] < 1e-8 * g**2
    if l == 50:
        for k in ("gesdd", "plain"):
            assert 1e-3 * u * s1 < err[k, l] < 1e3 * u * s1 * g**2
assert err["gesdd", 100] > 0.1
dens = lambda G: 1 - np.trace(G) / len(G)
assert abs(dens(res["gesdd"][0][100]) - 1) < 1e-2 and abs(dens(Gref[100]) - 1) > 0.1
print(f"beta=10 density per site: reference {dens(Gref[100]):.10f}")
for k in factor:
    print(f"  density {k}: {dens(res[k][0][100]):.10f}")
B4 = slices(4)
G4 = to_float(inv_fix(to_fix(np.eye(16)) + prod_fix(B4, (100,))[100]))
e4 = nrm(chain(B4, "gesdd", (100,))[0][100] - G4)
assert e4 < 1e-8 * nrm(G4)**2
print(f"4x4 lattice, beta=10: |G| {nrm(G4):.3g}, gesdd |dG| {e4:.1e}")

# ---- the last graded matrix of the beta = 10 chain
C = res["gejsv"][1]; Crev = C[:, ::-1].copy()
ref = ref_sv(C)
An = C / np.linalg.norm(C, axis=0); sA = np.linalg.svd(An, compute_uv=False); kap = sA[0] / sA[-1]
print(f"last C: sigma1 {ref[0]:.3e}, sigmaN {ref[-1]:.3e}, kappa(A) {kap:.3g}, |A^-1| {1/sA[-1]:.3g}")
routines = {"gesdd vectors": lambda M: factor["gesdd"](M)[1],
            "gesdd values": lambda M: sl.svd(M, compute_uv=False),
            "gesvd vectors": lambda M: factor["gesvd"](M)[1],
            "gejsv relative": lambda M: gejsv(M)[1],
            "gejsv truncating": lambda M: gejsv(M, 4)[1],
            "Jacobi by hand": lambda M: jacobi_sv(M)[0]}
e = {}
for k, f in routines.items():
    for o, M in (("s", C), ("r", Crev)):
        s = f(M)
        assert np.max(np.abs(s - ref)) < 20 * N * u * ref[0]
        e[k, o] = relerr(s, ref)
    print(f"  max rel err {k}: sorted {e[k, 's']:.1e}, reversed {e[k, 'r']:.1e}")
for o in "sr":
    assert max(e["gejsv relative", o], e["Jacobi by hand", o]) < 10 * N * u * kap
    assert e["gesdd vectors", o] > 1e6 and e["gejsv truncating", o] > 0.99
assert max(e["gesvd vectors", "s"], e["gesdd values", "s"]) < 1e-8
assert min(e["gesvd vectors", "r"], e["gesdd values", "r"]) > 1
print(f"  N*u*kappa(A) = {N*u*kap:.1e}")
mix = max(jacobi_sv(C)[1], jacobi_sv(Crev)[1])
assert mix <= 2
print(f"  Jacobi max |sin|*|large|/|small| = {mix:.3f}")
Ud, sd, Vt = factor["gesdd"](C)
resid = nrm(C - (Ud * sd) @ Vt) / ref[0]; orth = nrm(Ud.T @ Ud - np.eye(N))
wrong = int(np.sum(np.abs(sd - ref) > 0.1 * ref))
assert resid < 1e-13 and orth < 1e-13
assert 1e-19 < sd[-1] / sd[0] < 1e-13 and wrong >= np.sum(ref < 1e-4 * u * ref[0]) > 0
print(f"  gesdd: residual {resid:.1e}, orthogonality {orth:.1e}, sigmaN/sigma1 {sd[-1]/sd[0]:.2e}")
print(f"  gesdd: values wrong by >10%: {wrong}; true values below u*sigma1: {np.sum(ref < u*ref[0])}")

Q, R, p = sl.qr(Crev, pivoting=True)
Cp = Crev[:, p]
colres = np.max(np.linalg.norm(to_float(mul(to_fix(Q), to_fix(R)) - to_fix(Cp)), axis=0)
                / np.linalg.norm(Cp, axis=0))
bound = math.sqrt(N) * colres / sA[-1] + nrm(Q.T @ Q - np.eye(N)) + 4 * u
eR = relerr(ref_sv(R), ref)
dR = np.abs(np.diag(R)); X = R / dR[:, None]
R0 = sl.qr(Crev)[1]; X0 = np.max(np.abs(R0 / np.abs(np.diag(R0))[:, None]))
ratio = dR / ref
assert colres < 10 * N * u and eR <= bound
assert np.max(np.abs(X)) < 1 + 1e-6 and np.linalg.cond(X) < 1e4 and X0 > 1e20
assert np.max(np.abs(ratio - 1)) > 1e-2
print(f"pivoted QR (reversed C): columnwise residual {colres:.1e}")
print(f"  rel err of sigma(R) {eR:.1e}, bound {bound:.1e}")
print(f"  max|X| {np.max(np.abs(X)):.3f}, kappa(X) {np.linalg.cond(X):.3g}, unpivoted max|X| {X0:.1e}")
print(f"  |R_ii|/sigma_i ranges from {ratio.min():.3f} to {ratio.max():.3f}")
print("ALL CHECKS PASSED")
```

Output:

```
u = 1.110e-16
6x6, D=2^(-20k): columnwise pert. eta = 7.80e-03, max rel change = 1.51e-03
6x6: additive pert. 1e-10, sigma_min 5.36e-31 -> 3.44e-11
3x3, D=(1,1e-5,1e-25), a12=0: sigma3 ref 6.600e-26, gesvd 0.000e+00, Jacobi 6.600e-26
3x3, a12=1e-04: median gesvd rel err 1.67e-12, u*a13/a12 = 1.11e-12
3x3, a12=1e-08: median gesvd rel err 5.23e-09, u*a13/a12 = 1.11e-08
U = 4.0 t, dtau = 0.1 /t, lambda = 0.6537, slices per block = 5, N = 36
beta=5,tau=2.5: |G>| 10.6, |G<| 2.23, |E| 1.11e-08, |dG| 2.575e-08
  first-order formula |G> E G<| = 2.575e-08
beta=2 /t: sigma1(P) 1.33e+05, u*sigma1 1.48e-11, |G| 2
  |dG|: plain 4.4e-12, gesdd 2.2e-12, gesvd 1.1e-14, gejsv 1.3e-14, pivQR 8.2e-15
beta=5 /t: sigma1(P) 9.73e+12, u*sigma1 1.08e-03, |G| 5.92
  |dG|: plain 1.2e-03, gesdd 8.0e-03, gesvd 2.7e-13, gejsv 4.4e-14, pivQR 3.8e-14
beta=10 /t: sigma1(P) 2.51e+25, u*sigma1 2.79e+09, |G| 7.66
  |dG|: plain 7.7e+00, gesdd 7.7e+00, gesvd 8.8e-13, gejsv 2.0e-13, pivQR 2.0e-13
beta=10 density per site: reference 0.4846436668
  density gesdd: 1.0000000000
  density gesvd: 0.4846436668
  density gejsv: 0.4846436668
  density pivQR: 0.4846436668
4x4 lattice, beta=10: |G| 24.8, gesdd |dG| 4.6e-13
last C: sigma1 2.510e+25, sigmaN 4.821e-27, kappa(A) 1.35e+03, |A^-1| 317
  max rel err gesdd vectors: sorted 5.2e+35, reversed 8.6e+34
  max rel err gesdd values: sorted 3.6e-14, reversed 2.1e+14
  max rel err gesvd vectors: sorted 3.6e-14, reversed 2.1e+14
  max rel err gejsv relative: sorted 7.7e-15, reversed 2.5e-15
  max rel err gejsv truncating: sorted 1.0e+00, reversed 1.0e+00
  max rel err Jacobi by hand: sorted 2.3e-15, reversed 1.3e-14
  N*u*kappa(A) = 5.4e-12
  Jacobi max |sin|*|large|/|small| = 0.930
  gesdd: residual 2.9e-16, orthogonality 1.3e-15, sigmaN/sigma1 9.99e-17
  gesdd: values wrong by >10%: 27; true values below u*sigma1: 27
pivoted QR (reversed C): columnwise residual 6.5e-16
  rel err of sigma(R) 4.0e-15, bound 1.2e-12
  max|X| 1.000, kappa(X) 1.32, unpivoted max|X| 3.2e+49
  |R_ii|/sigma_i ranges from 0.934 to 1.071
ALL CHECKS PASSED
```
